# Variational transition-state theory as an upper bound on the classical rate

## One dimension: crossings that come to nothing

A particle of mass $m$ moves without friction in a double well $V(x)$. The wells are separated by a single maximum of height $E_b$ at $x=0$. Place a counting point at $x=s$ between the wells and count the passages to the right. In thermal equilibrium, with $\beta=1/k_BT$, their rate is proportional to

$$
J_+(s)=\int_0^\infty \frac pm\,e^{-\beta[p^2/2m+V(s)]}\,dp=k_BT\,e^{-\beta V(s)} ,\tag{1}
$$

since $p\,dp/m$ is the differential of the kinetic energy. A particle gets from the left well to the right one only if its energy exceeds $E_b$. The lower limit of the kinetic energy is then $E_b-V(s)$, and

$$
J_{\rm true}=e^{-\beta V(s)}\int_{E_b-V(s)}^\infty e^{-\beta\varepsilon}d\varepsilon=k_BT\,e^{-\beta E_b}.\tag{2}
$$

The true flux does not depend on $s$, but the count (1) does. It exceeds (2) by the factor $e^{\beta[E_b-V(s)]}$, because slower particles cross the point, turn round and go back. The excess vanishes when the point sits at the top, where the count is least. In one dimension, minimising the count therefore gives the true flux. In more dimensions the inequality survives, but a minimum over surfaces in configuration space need not remove the whole excess.

## The bound in any number of dimensions

Let the Hamiltonian be a kinetic energy quadratic in the momenta plus a potential $V(q)$. Choose two disjoint regions of configuration space, $A$ in the reactant well and $B$ in the product well. A surface $S$, given by $s(q)=0$, is complete if $s<0$ throughout $A$ and $s>0$ throughout $B$, so that every continuous path from $A$ to $B$ crosses it. Crossings towards $s>0$ are called forward.

Along a trajectory that crosses $S$ at times $t_i$, $\delta(s(t))=\sum_i\delta(t-t_i)/|\dot s(t_i)|$. Multiplication by $\dot s\,\theta(\dot s)$, with $\theta$ the unit step, leaves one unit pulse per forward crossing. The mean number of forward crossings per unit time is thus

$$
F_+(S)=\langle\delta(s)\,\dot s\,\theta(\dot s)\rangle .\tag{3}
$$

The average is over the canonical distribution. This is stationary, because the energy is conserved and, by Liouville's theorem, so is phase-space volume. One average at a single instant therefore counts crossings over any length of time.

Now cut each trajectory into segments, each running from the moment it leaves $A$ or $B$ to the moment it next enters $A$ or $B$. There are four kinds: $AB$, $BA$, $AA$ and $BB$, named by origin and destination. The true flux $F_{AB}$ is the number of $AB$ segments per unit time. If a segment makes $n_+$ forward and $n_-$ backward crossings of $S$, the sides on which it starts and ends fix the difference:

$$
n_+-n_-=\begin{cases}\;\;\,1&(AB)\\-1&(BA)\\\;\;\,0&(AA,\,BB).\end{cases}\tag{4}
$$

An $AB$ segment hence has $n_+\ge1$. Let $\sum$ denote a sum over segments per unit time. Writing $n_+=1+(n_+-1)$ for the $AB$ segments gives

$$
F_+=F_{AB}+\sum_{AB}(n_+-1)+\sum_{BA}n_++\sum_{AA}n_++\sum_{BB}n_+ .\tag{5}
$$

No term on the right is negative, so

$$
F_+(S)\ \ge\ F_{AB}\quad\text{for every complete }S .\tag{6}
$$

A trajectory that stayed between $A$ and $B$ for ever could only add to $F_+$. Equality requires each excess term to vanish: apart from a set of zero flux, every forward crossing must belong to an $AB$ segment that crosses forward once.

To turn fluxes into rate constants, divide by the equilibrium probability $P_R$ of a fixed reactant region:

$$
k_{\rm TST}(S)=F_+(S)/P_R\ \ge\ k=F_{AB}/P_R .\tag{7}
$$

$P_R$ must be the same for all surfaces; otherwise the minimisation would also act on the denominator. The lowest $k_{\rm TST}$ in a family of complete surfaces is the best bound that the family can give, and this is variational transition-state theory.

The quantity $k$ is the hop rate if a molecule that enters $A$ or $B$ loses its memory there. If it can rebound, $A$ and $B$ should be shrunk to smaller sets $A'$ and $B'$ deeper in the wells. Every passage from $A'$ to $B'$ contains at least one from $A$ to $B$, so the true flux can only fall, and the bound stands.

## Measuring the true flux

Equation (5) also shows how trajectories started on $S$ yield $F_{AB}$. Draw forward crossings with the weight in (3), and follow each one into the future and the past until it meets $A$ or $B$. Give a crossing the weight $1/n_+$ if its segment is $AB$ and zero otherwise. Each $AB$ segment then contributes $n_+\times1/n_+=1$, and the mean weight is $F_{AB}/F_+$.

A second rule uses only the end points:

$$
\frac{F_{AB}}{F_+}=P(\text{future }B)-P(\text{past }B).\tag{8}
$$

Multiplied by $F_+$, the right side is $\sum_{AB}n_+-\sum_{BA}n_+$, since the $BB$ terms cancel. Reversal of time maps the $BA$ segments onto the $AB$ segments with equal weight and exchanges $n_+$ with $n_-=n_+-1$. The difference is $\sum_{AB}[n_+-(n_+-1)]=F_{AB}$.

There is also a dividing surface in phase space for which (6) is an equality. Label a phase point 1 if it lies in $B$ or if its future reaches $B$ before $A$, and 0 otherwise. Between $A$ and $B$ the label is constant along a trajectory. On entry into $B$ it is already 1. It changes from 0 to 1 only when a trajectory leaves $A$ on an $AB$ segment, so the one-way flux into label 1 is $F_{AB}$. Finding this surface requires the solution of the dynamics, which is what transition-state theory sets out to avoid.

## The flux as a surface integral

For one particle, $\dot s=\nabla s\cdot\mathbf v=|\nabla s|\,v_n$, where $v_n$ is the velocity along the unit normal $\mathbf n$ pointing to the $B$ side. The factor $\delta(s)|\nabla s|$ turns the volume integral into an integral over the area $d\sigma$ of $S$. The velocity average is

$$
\langle v_n\theta(v_n)\rangle=\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/2k_BT}dv=\sqrt{\frac{k_BT}{2\pi m}} ,\tag{9}
$$

because the integral equals $k_BT/m$. With $Q_R=\int_R e^{-\beta V}d^3q$ over the reactant region $R$,

$$
k_{\rm TST}(S)=\sqrt{\frac{k_BT}{2\pi m}}\;\frac1{Q_R}\int_S e^{-\beta V}d\sigma .\tag{10}
$$

For several particles the same steps hold in the coordinates $\sqrt{m_i}\,q_i$, with $m$ replaced by 1.

Displace $S$ along its normal by a small distance $\delta n$ that varies over the surface. A patch with principal radii $R_1,R_2$ has its area multiplied by $(1+\delta n/R_1)(1+\delta n/R_2)\simeq1+\delta n\,\mathrm{div}\,\mathbf n$, where $\mathrm{div}\,\mathbf n=1/R_1+1/R_2$ is positive if the normals spread apart. The tilt caused by the variation of $\delta n$ changes the area only in second order. The Boltzmann factor is multiplied by $1-\beta\,\mathbf n\cdot\nabla V\,\delta n$. Together,

$$
\delta\!\int_S e^{-\beta V}d\sigma=\int_S(\mathrm{div}\,\mathbf n-\beta\,\mathbf n\cdot\nabla V)\,\delta n\,e^{-\beta V}d\sigma .\tag{11}
$$

A surface free to take any shape is stationary if $\mathrm{div}\,\mathbf n=\beta\,\mathbf n\cdot\nabla V$ at each point. The area term resists bending, and the energy term pulls the surface towards a ridge of $V$.

## A channel with a narrow ring

Let $r$ be the distance from the axis of a channel, and take

$$
V=V_0(x)+\tfrac12K(x)r^2,\qquad V_0=E_b(1-x^2/a^2)^2 .\tag{12}
$$

The energy saddle is at $x=r=0$. On a plane of constant $x$ the integral in (10) is Gaussian, $\int_0^\infty2\pi r\,e^{-\beta Kr^2/2}dr=2\pi k_BT/K$, so

$$
k_{\rm TST}(x)=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{2\pi k_BT}{K(x)\,Q_R}\,e^{-\beta V_0(x)} .\tag{13}
$$

Setting the derivative of its logarithm to zero gives the best plane $x^*$:

$$
V_0'(x^*)+k_BT\,\frac{K'(x^*)}{K(x^*)}=0 .\tag{14}
$$

This is the maximum of the free energy $G(x)=V_0+k_BT\ln K$. If the channel is still narrowing at the saddle, $K'(0)>0$, then $G$ is still rising there and its nearest maximum lies beyond the saddle: the molecule has begun to descend in energy but is still losing room. With a single ring, as below, this maximum is the best plane; with several constrictions (14) can have several solutions, and the highest $G$ decides.

For low temperature, expand (14) about the saddle with $V_0'\simeq-|V_0''(0)|x$. To leading order in $k_BT$,

$$
x^*\simeq\frac{k_BT}{|V_0''(0)|}\,\frac{K'(0)}{K(0)} .\tag{15}
$$

The shift vanishes as $T\to0$, and the saddle plane becomes the best plane.

From (13), the saddle plane overestimates the best-plane rate by the ratio

$$
\rho=\frac{k_{\rm TST}(0)}{k_{\rm TST}(x^*)}=\frac{K(x^*)}{K(0)}\,e^{-\beta[E_b-V_0(x^*)]} .\tag{16}
$$

Since $x^*$ makes (13) stationary, its own change with temperature does not contribute to $d\ln\rho/d\beta$, which leaves

$$
\frac{d\ln\rho}{d\beta}=-[E_b-V_0(x^*)] .\tag{17}
$$

The ratio grows with temperature, and the activation energy of the best-plane rate is lower than that of the saddle-plane rate by $E_b-V_0(x^*)$.

A plane has $\mathrm{div}\,\mathbf n=0$, so the local condition from (11) would require $V_0'+\tfrac12K'r^2=0$ at every $r$. Equation (14) satisfies it only on average, with $\langle r^2\rangle=2k_BT/K$. The energy term asks the surface to stay near the saddle on the axis and to lean towards the ring away from it. A suitable family is

$$
x=c+d\,(1-e^{-r^2/b^2}) ,\tag{18}
$$

which stays between $c$ and $c+d$ and so cannot run into a well at large $r$.

## Numbers: an oxygen molecule in silica

Take a point mass of 32 u at 1273 K, where $k_BT=0.1097$ eV, with $E_b=1$ eV and $a=0.25$ nm. The stiffness is

$$
K(x)=K_{\rm cage}+K_{\rm ring}\,e^{-(x-x_{\rm ring})^2/2w^2},\tag{19}
$$

with $K_{\rm cage}=20$ and $K_{\rm ring}=200$ eV/nm², $x_{\rm ring}=0.08$ nm and $w=0.04$ nm. The reactant region is $x<0$, which gives $Q_R=2.590\times10^{-3}$ nm³. $A$ is $x\le-0.10$ nm and $B$ is $x\ge0.20$ nm.

At the saddle $K=47.07$ eV/nm², so $2\pi k_BT/K=0.01465$ nm². The velocity factor (9) is 0.2295 nm/ps and $e^{-\beta E_b}=1.100\times10^{-4}$. Equation (13) gives

$$
k_{\rm TST}(0)=\frac{0.2295\times0.01465\times1.100\times10^{-4}}{2.590\times10^{-3}}\ \text{ps}^{-1}=1.43\times10^8\ \text{s}^{-1}.\tag{20}
$$

The best plane is at $x^*=0.0387$ nm, where $K=137.4$ eV/nm² and $V_0=0.9526$ eV. By (16), $\rho=(137.4/47.07)\,e^{-0.0474/0.1097}=2.92\times0.649=1.90$, and the bound falls to $7.53\times10^7$ s⁻¹. The leading-order formula (15), with $|V_0''(0)|=4E_b/a^2=64$ eV/nm² and $K'(0)/K(0)=28.8$ nm⁻¹, gives 0.049 nm. It is too large because $K'/K$ does not keep its saddle value over a shift comparable with $w$: at the best plane it has fallen to about 22 nm⁻¹.

With $b=0.05$ nm held fixed, the best surface of the family (18) has $c=0.0286$ nm and $d=0.0196$ nm. It leans towards the ring, as expected, and lowers the bound to $7.17\times10^7$ s⁻¹.

Trajectories, 30 000 crossings for each surface, give the true rate (statistical errors of one standard deviation):

| Surface | $k_{\rm TST}$ (10⁷ s⁻¹) | $k$ from its crossings (10⁷ s⁻¹) |
|---|---|---|
| saddle plane | 14.28 | 6.65 ± 0.04 |
| best plane | 7.53 | 6.67 ± 0.01 |
| best curved | 7.17 | 6.64 ± 0.01 |

The three surfaces agree on $k$ although their own fluxes differ by up to a factor of two. A fourth estimate starts at the edge of $A$, in the manner of the phase-space surface above. Of 150 000 launches, 2057 reach $B$, which gives $(6.74\pm0.15)\times10^7$ s⁻¹. Relative to the true rate, the bounds are too high by 115 %, 13 % and 8 %. Whether another configuration surface would remove the last 8 % is not settled by this two-parameter search.

The excess has a different make-up on each surface. On the saddle plane all of it, 53 % of the crossings, consists of $AA$ segments. For $-a<x<0$ both $-V_0'$ and $-\tfrac12K'r^2$ push towards $A$, so a molecule that has gone back through $x=0$ cannot return before it reaches $A$. By time reversal, every forward crossing came from $A$; the wasted ones are turned back by the narrowing ring. On the best plane the waste is divided between $AA$ (5.0 %) and $BB$ (6.3 %), while $BA$ segments and repeated crossings by $AB$ segments amount to about 0.1 % each.

At 1073, 1273 and 1473 K the best plane lies at 0.035, 0.039 and 0.042 nm, and $\rho$ is 1.76, 1.90 and 2.02. The rise follows (17), with a difference in activation energy of about 0.047 eV.

Completeness matters. A disc of radius 0.02 nm cut from the best plane carries the fraction $1-e^{-\beta K(0.02\ \text{nm})^2/2}=0.22$ of its flux, or $1.67\times10^7$ s⁻¹. This is below the true rate, because molecules can pass round the disc.

## What the model leaves out

*Quantum motion.* A harmonic mode with $u=\hbar\omega/k_BT$ has a quantum partition function $(u/2)/\sinh(u/2)\simeq1-u^2/24$ times the classical one. For the inverted barrier, $\omega\to i\omega$ gives Wigner's leading estimate $1+u^2/24$. The free-energy barrier has $\omega=18.1$ ps⁻¹, so $u=0.11$, and tunnelling changes the rate by about 0.05 % (0.03 % with the curvature of $V$ at the saddle, $\omega=13.9$ ps⁻¹). Vibration of the centre of mass changes it by about 0.05 % as well. These figures cover the point mass only: the hindered rotation considered below carries a quantum correction of about 0.4 %, and the O–O stretch, with $u\approx1.8$, is not in the small-$u$ regime and drops out only if its frequency is the same in the ring as in the cage. The inequality (6) itself is classical.

*Lattice friction.* Near the barrier top let $\ddot x=\omega^2x-\gamma\dot x+\xi$, with white noise $\langle\xi(t)\xi(t')\rangle=2\gamma(k_BT/m)\delta(t-t')$. Let $\lambda>0$ solve $\lambda^2+\gamma\lambda=\omega^2$. Then $y=\dot x+(\lambda+\gamma)x$ obeys

$$
\dot y=\lambda\dot x+\omega^2x+\xi=\lambda y+\xi ,\tag{21}
$$

and a molecule starting at $x=0$ with velocity $v$ ends on the side given by the sign of $v+\eta$, where $\eta=\int_0^\infty e^{-\lambda t}\xi\,dt$ has variance $g^2=\gamma k_BT/m\lambda$. The chance of ending in $B$ is $\Phi(v/g)$, with $\Phi$ the normal cumulative distribution. The net transmitted fraction is the flux-weighted average of $\Phi(v/g)-\Phi(-v/g)$. With $h^2=k_BT/m$, integration by parts gives

$$
\kappa=\int_0^\infty\! e^{-v^2/2h^2}\,\frac{2\,e^{-v^2/2g^2}}{g\sqrt{2\pi}}\,dv=\frac1{\sqrt{1+g^2/h^2}}=\sqrt{\frac{\lambda}{\lambda+\gamma}}=\frac\lambda\omega .\tag{22}
$$

For an assumed $\gamma=5$ ps⁻¹ this is 0.87; a direct simulation of the noisy parabola also gives 0.87. The bound is not endangered, since (6) holds for molecule and lattice together. The same friction serves the assumption of lost memory. To first order, a round trip through a cage at energy $E_b$ costs $\gamma m\oint v\,dx=\tfrac83\gamma a\sqrt{mE_b}=1.9$ eV, or 17 $k_BT$. That exceeds the energy available, so it is no literal loss, but it shows that a rebound over the barrier is unlikely.

*Rotation and disorder.* If turning the molecule broadside costs 1 eV as $E_t\sin^2\vartheta$ along the whole bottleneck, while rotation in the cage is free, the rate is multiplied by $\int_0^1e^{-\beta E_t(1-z^2)}dz=0.059$, with $z=\cos\vartheta$. If the full cost is reached only at the centre of the ring, beyond the best plane, the reduction is weaker. If ring barriers have a Gaussian spread $\Delta=0.1$ eV and the prefactor is the same for all, completing the square gives a mean rate higher by the factor $e^{(\beta\Delta)^2/2}=1.5$. This is an average over rings, not the rate of long-range transport, which also depends on how the rings are connected.

In dry oxidation of silicon near 1000 °C, oxygen molecules migrate through the cages of amorphous silica with an activation energy of roughly 1 eV. The barrier and temperature are in that regime. The cage distance, the stiffnesses and the 0.08 nm offset of the ring are round model choices, not fitted to silica, and the factor $\rho\approx1.9$ depends on them; a ring centred on the saddle would by symmetry leave $x=0$ stationary. The assumption whose failure moves the rate most, among those sized here, is that of a point molecule: with the same turning energy all the way from $A$ to $B$, the rotational factor would take $k$ from $6.6\times10^7$ to about $4\times10^6$ s⁻¹. It then multiplies the fluxes through all the surfaces equally and leaves their order unchanged. The numerical output below lists the remaining values.

## Calculated quantities

```
T = 1273.15 K, kT = 0.10971 eV, mass = 32.0 u
barrier E_b = 1.00 eV, half cage distance a = 0.25 nm
K_cage = 20, K_ring = 200 eV/nm^2
x_ring = 0.08 nm, ring width w = 0.04 nm
x_A = -0.10 nm, x_B = 0.20 nm, b = 0.05 nm
mean forward velocity <v theta(v)> = 0.2295 nm/ps
reactant integral Q_R = 2.5900e-03 nm^3
K at saddle = 47.07 eV/nm^2
K at best plane = 137.43 eV/nm^2
V0 at best plane = 0.9526 eV
first variation: numeric -2.72127e-04, formula -2.72127e-04 1/(ps nm)
best plane at x = 0.0387 nm
curved surface: c = 0.0286 nm, d = 0.0196 nm
TST rate, saddle plane   = 1.4276e+08 1/s
TST rate, best plane     = 7.5316e+07 1/s
TST rate, curved surface = 7.1661e+07 1/s
true rate via saddle plane = 6.6511e+07 +- 4.1e+05 1/s
  true/TST: by 1/n+ 0.4659, by net count 0.4659
  excess shares: AA 0.5341, BB 0.0000, BA 0.0000, AB repeats 0.0000
true rate via best plane = 6.6668e+07 +- 1.4e+05 1/s
  true/TST: by 1/n+ 0.8852, by net count 0.8853
  excess shares: AA 0.0500, BB 0.0630, BA 0.0008, AB repeats 0.0009
true rate via curved surface = 6.6404e+07 +- 1.1e+05 1/s
  true/TST: by 1/n+ 0.9266, by net count 0.9266
  excess shares: AA 0.0358, BB 0.0368, BA 0.0004, AB repeats 0.0003
direct launches from A: 150000, reaching B: 2057
true rate, direct = 6.7397e+07 +- 1.5e+06 1/s
trajectories per surface = 30000, time step = 2.0 fs
TST/true: saddle 2.150, plane 1.134, curved 1.079
disc of radius 0.02 nm: rate 1.6690e+07 1/s
T = 1073.15 K: best plane 0.0349 nm, saddle/best rate 1.762
T = 1273.15 K: best plane 0.0387 nm, saddle/best rate 1.895
T = 1473.15 K: best plane 0.0419 nm, saddle/best rate 2.020
free-energy barrier frequency = 18.12 rad/ps
Wigner tunnelling factor = 1.00049
quantum vibration factor = 0.99952
friction gamma = 5.0 1/ps: factor 0.8715, simulated 0.8721
first-order energy loss per cage round trip = 1.920 eV = 17.5 kT
hindered rotation, 1.0 eV to turn: factor 0.0586
ring barrier spread 0.10 eV: mean-rate factor 1.515
```
